\section*{Is a tantalum-type EUV absorber binary? Orders and best focus}

\section*{Question}

I model an EUV mask as a clear multilayer mirror with absorber lines that reflect nothing. The absorber is tantalum-based, and its reflectance is only a few per cent of the mirror's, so ``binary'' seems a fair description. Yet I am told that the remaining light changes the diffraction orders and moves best focus. Can a few per cent matter that much? Is it the amplitude or the phase that moves focus, and can I trust a flat-mask calculation when the absorber is several wavelengths thick?

\section*{Answer}

Orders are built from amplitudes, and a reflectance of $3.4\%$ is an amplitude of $0.18$. That is enough to change the orders substantially. Whether focus moves is a separate matter, which depends on phase. I first treat the mask as flat, then give the absorber its real thickness.

\subsection*{What the absorber reflects}

Let fields vary as $e^{-i\omega t}$, let $k=2\pi/\lambda$, and write the absorber index as $n=1-\delta+i\beta$. Let $a$ be the amplitude reflected from an absorber-covered area divided by that from a clear area, both referred to the plane of the absorber top. At normal incidence, light crosses the thickness $d$ twice. Without surface reflections, the absorber contributes $e^{2iknd}$ where the clear area contributes $e^{2ikd}$, so
\begin{equation}
a\simeq E=e^{2ik(n-1)d}=e^{-2k\beta d}\,e^{-2ik\delta d}.
\end{equation}

The surfaces also reflect. Let $f=(1-n)/(1+n)$ be the vacuum-to-absorber coefficient and $r$ that of the bare mirror. Imagine a vacuum gap of zero thickness under the absorber. Seen from inside the absorber, gap and mirror together reflect
\begin{equation}
r_b=\frac{r-f}{1-fr}\simeq r-f(1-r^2).
\end{equation}
With $X=e^{2iknd}$, and with $1-f^2$ as the product of the two transmission coefficients of the top surface, the sum over repeated passes is
\begin{align}
r_{\rm top}&=f+(1-f^2)r_bX\sum_{j=0}^{\infty}(-fr_bX)^j
=\frac{f+r_bX}{1+fr_bX}\\
&\simeq f+X\left[r-f(1-r^2)\right]-fr^2X^2 .
\end{align}
The last line is first order in $f$. Dividing by $re^{2ikd}$ and using $X=Ee^{2ikd}$ gives
\begin{equation}
a\simeq E\left[1-\frac{f(1-r^2)}{r}\right]
+\frac{f}{re^{2ikd}}-frE^2e^{2ikd}.
\end{equation}

As an example I take round model parameters of the rough size met in tantalum-based absorbers: $\lambda=13.5$ nm, $\delta=0.05$, $\beta=0.03$ and $d=55$ nm. The model mirror has 40 pairs, each a 4.2 nm layer of index $1+0.002i$ above a 2.8 nm layer of index $0.92+0.006i$, on a substrate with the index of the first layer. Its reflectance is $72\%$.

The double pass alone gives $|E|=e^{-1.536}=0.215$ and a phase of $-147^\circ$. The last term of the expansion has size about $0.001$; without it, the expansion gives $a=-0.166-0.080i$. The full layer calculation gives
\begin{equation}
a=-0.1665-0.0792i,\qquad |a|=0.184,\qquad \arg a=-155^\circ .
\end{equation}
At this thickness the surfaces reduce the imaginary part of $a$ by about a third from its double-pass value of $-0.118$. The top-surface term rotates with period $\lambda/2$ in $d$, so the effect changes sign with thickness: at $d=51$ nm, $\operatorname{Im}a$ is $-0.197$ against a double-pass value of $-0.167$. That part turns out to control focus.

\subsection*{The diffraction orders}

Let $p$ be the pitch at the wafer and $D$ the clear fraction, with a clear space centred at $x=0$. A flat mask reflects $a$ everywhere plus an extra $1-a$ in the clear space. Its Fourier coefficients are therefore
\begin{align}
A_0&=a+(1-a)D,\\
A_{\pm1}&=\frac{1-a}{p}\int_{-Dp/2}^{Dp/2}e^{\mp2\pi ix/p}\,dx
=(1-a)\frac{\sin\pi D}{\pi}.
\end{align}
The uniform background $a$ adds to order zero but integrates to zero in the first orders.

For equal lines and spaces, $A_0=(1+a)/2$ and $A_1=(1-a)/\pi$. Compared with $a=0$, $|A_0|^2$ falls from $0.250$ to $0.175$, a drop of $30\%$, while $|A_1|^2$ rises from $0.101$ to $0.139$, a gain of $37\%$. The negative real part of $a$ opposes the clear field in order zero and increases the step between line and space.

The relative phase is
\begin{equation}
\psi=\arg\frac{A_0}{A_1}=\arg\left(D+\frac{a}{1-a}\right),
\qquad
\operatorname{Im}\frac{a}{1-a}
=\operatorname{Im}\frac{a-|a|^2}{|1-a|^2}
=\frac{\operatorname{Im}a}{|1-a|^2},
\end{equation}
because $\sin(\pi D)/\pi$ is positive for $0<D<1$. At $D=1/2$,
\begin{equation}
\frac{1+a}{1-a}=\frac{1-|a|^2+2i\operatorname{Im}a}{|1-a|^2},
\qquad
\tan\psi=\frac{2\operatorname{Im}a}{1-|a|^2}.
\end{equation}
For $|a|<1$ the real part is positive, so $\psi$ vanishes if and only if $a$ is real. Here $\tan\psi=-0.1584/0.966$, so $\psi=-0.163$ rad.

\subsection*{From phase to focus}

Now image the mask with coherent on-axis light through an aberration-free lens with numerical aperture $0.33$, using scalar fields. For pitches of 44 and 64 nm, only orders $0$ and $\pm1$ pass. Let $\sin\theta=\lambda/p$, and let $z$ be positive along the light at the wafer. Order zero gains the phase $kz$, the first orders $kz\cos\theta$. After removing the common factor $e^{ikz}$,
\begin{align}
I&=\left|A_0+2A_1e^{-ikz(1-\cos\theta)}\cos\frac{2\pi x}{p}\right|^2\\
&=|A_0|^2+4|A_0A_1|\cos\Phi\cos\frac{2\pi x}{p}
+4|A_1|^2\cos^2\frac{2\pi x}{p},\\
\Phi&=\psi+kz(1-\cos\theta).
\end{align}

At the nominal edge of equal lines and spaces, $x=p/4$, the cosine is zero and its derivative is $-2\pi/p$. Hence $I=|A_0|^2$ there, and the log slope multiplied by the line width $p/2$ is
\begin{equation}
S=\frac p2\,\frac{-\partial I/\partial x}{I}
=4\pi\left|\frac{A_1}{A_0}\right|\cos\Phi .
\end{equation}
Define best focus as the maximum of $S$ nearest $z=0$. It lies at $\Phi=0$:
\begin{equation}
z_{\rm BF}=-\frac{\psi}{k(1-\cos\theta)}
\simeq-\frac{\psi p^2}{\pi\lambda}\quad(\lambda\ll p).
\end{equation}
The last form uses $1-\cos\theta\simeq\lambda^2/(2p^2)$. A fixed phase error thus becomes a focus shift that grows with pitch.

At 44 nm pitch, $k(1-\cos\theta)=0.02245$ rad/nm, so $z_{\rm BF}=0.1626/0.02245=7.2$ nm. At 64 nm the result is $15.5$ nm. Refocusing can remove a shift common to both patterns, but not their difference of $8.3$ nm.

\subsection*{Amplitude without a focus shift}

Suppose $a$ is real. At $D=1/2$ the orders still change, but $\psi=0$ and best focus stays at $z=0$. Numerical maximization of the image slope confirms this for $a=\pm0.184$. In the double-pass approximation, $a$ is real and negative when $2k\delta d=\pi$, or $d=\lambda/(4\delta)=67.5$ nm. Its magnitude is then $e^{-\pi\beta/\delta}=0.15$: far from binary, yet without a focus shift in the flat-mask model. Surface reflections change the thickness at which this happens: the full layer calculation gives a real $a$ near $d=66.4$, $70.5$ and $71.9$ nm. A real $a$ is not a design rule for a thick absorber. At these thicknesses the thick-mask model described below still gives a best-focus difference of $5.2$ to $5.6$ nm between 44 and 64 nm pitch.

For other clear fractions, a real $a$ gives $\psi=0$ as long as $D+a/(1-a)>0$, that is, $a>-D/(1-D)$. Below that value order zero changes sign, $\psi=\pi$, and the fundamental of the image is reversed at $z=0$.

The illumination matters too. Suppose it is tilted so that order zero and one first order pass at equal and opposite angles. If the flat-mask orders are unchanged by the tilt, defocus adds no relative phase, and the interference term is $2|A_0A_1|\cos(2\pi x/p-\psi)$. The pattern moves sideways by $p\psi/2\pi$, about $1.1$ nm in magnitude at 44 nm pitch, instead of shifting in focus. The opposite tilt moves it the other way. Adding the two intensities multiplies the modulation by $\cos\psi$.

\subsection*{Giving the absorber its thickness}

The absorber is about four wavelengths thick, so light diffracts inside it. For an electric field along the lines, and with $\zeta$ measured into the mask, the field obeys
\begin{equation}
\frac{\partial^2\mathcal E}{\partial x_M^2}
+\frac{\partial^2\mathcal E}{\partial\zeta^2}
+k^2\varepsilon(x_M)\mathcal E=0,
\end{equation}
where $\varepsilon$ is $1$ in the spaces and $n^2$ in the lines. I expanded the field in Fourier orders, found the modes of the absorber layer, and matched $\mathcal E$ and $\partial\mathcal E/\partial\zeta$ at its top and bottom. The mirror reflects each order with its own angle-dependent coefficient. With 4x reduction, the mask pitches are 176 and 256 nm.

\begin{center}
\begin{tabular}{lccc}
Best focus (nm) & 44 nm pitch & 64 nm pitch & Difference\\ \hline
Flat mask & 7.2 & 15.5 & 8.3\\
Thick absorber & 10.9 & 23.2 & 12.3\\
Thick, $\delta=0$ & $-4.9$ & $-4.4$ & 0.5
\end{tabular}
\end{center}

The difference column is the one to compare. Moving the mask reference plane by $h$ changes the wafer focus by about $h/16$, since $1-\cos\theta$ at the mask is about $1/16$ of its wafer value. For $h=55$ nm this is $3.4$ nm at both pitches, and it cancels in the difference to about $0.04$ nm.

At $d=55$ nm the flat mask gives the right sign and about two thirds of the thick-mask difference. Both numbers depend strongly on thickness: for $d$ from 50 to 60 nm in 1 nm steps, the thick-mask difference ranges from $9.6$ to $23.6$ nm and the flat mask gives between $0.50$ and $0.87$ of it. Setting $\delta=0$ while keeping $\beta$ removes the double-pass phase. At $d=55$ nm it gives $a=0.2301+0.0005i$ and a difference of only $0.5$ nm. That $a$ is so nearly real is particular to this thickness: the surface term swings $\operatorname{Im}a$ by about $\pm0.018$, and for $d$ from 50 to 60 nm the difference with $\delta=0$ lies between $-1.1$ and $2.5$ nm. This is still far below the values with $\delta=0.05$, so in this example most of the pitch-dependent shift depends on the real part of the index contrast. The control does not separate the double-pass phase from diffraction inside the absorber, since $\delta$ affects both. The nearly common offset of $-4.9$ and $-4.4$ nm may largely reflect the choice of reference plane; that is a conjecture.

At a mask pitch of 1408 nm, the combined deviation of the two orders from the flat-mask values is $0.013$, against $0.118$ at 176 nm. This is the expected trend if the corrections come from strips near the edges, which fill less of a wide period. With the orders referred to the absorber top, $\psi$ is $-0.245$ rad at 176 nm and $-0.189$ rad at 1408 nm, against $-0.163$ rad for the flat mask, so the phase errors are $0.082$ and $0.026$ rad. The first of these depends on the reference plane: referred to the absorber bottom, the errors are $0.158$ and $0.028$ rad.

\subsection*{Is the effect measurable?}

At 44 nm pitch the slope $S$ on either side of the nominal focus is:

\begin{center}
\begin{tabular}{lccc}
Mask & $z=-40$ nm & $z=0$ & $z=+40$ nm\\ \hline
Binary, flat & 4.99 & 8.00 & 4.99\\
Finite $a$, flat & 5.46 & 11.02 & 8.29\\
Thick absorber & 4.29 & 10.02 & 8.20
\end{tabular}
\end{center}

For example, the flat-mask value at $+40$ nm follows from $\Phi=-0.163+0.898=0.735$ and $S=4\pi(0.3722/0.4186)\cos0.735=8.29$. The binary mask is symmetric about $z=0$. With the thick absorber, the slope at $+40$ nm is $1.9$ times that at $-40$ nm when $z=0$ is taken as the image of the absorber top; taking the absorber bottom instead gives $2.4$. For one pitch alone this asymmetry can be removed by refocusing.

The dose changes as well. To place a fixed resist threshold at the nominal edge, the dose must scale as $1/|A_0|^2$. At $z=0$ and 44 nm pitch, the thick absorber needs $0.250/0.212=1.18$ times the dose of the binary flat mask.

These are sizeable signals, but a visible focus difference need not ruin the process. At 44 nm pitch, $S$ falls to half its peak when $|\Phi|=\pi/3$, about 47 nm from best focus; at 64 nm pitch the distance is about 100 nm. By this criterion the thick-mask ranges are roughly $-36$ to $58$ nm and $-77$ to $123$ nm, so the second contains the first. A stricter limit, at a fraction $c$ of each peak slope, allows $|\Phi|\le\arccos c$. The half-ranges are then $44.5\arccos c$ and $95.5\arccos c$ in nm, and the second range contains the first as long as $(95.5-44.5)\arccos c\ge12.3$, or $c$ up to about $0.97$. In this model the focus difference therefore reduces the common range only under a very tight slope limit. Linewidth limits at a shared dose need a separate calculation.

These numbers belong to coherent on-axis light and one polarization. A real scanner adds an oblique chief ray, an extended source, flare and resist blur, and a real absorber has its own layers and indices. For your mask, keep the complex $a$ even in a quick flat-mask estimate, and use a thick-mask calculation when a few nanometres of focus matter. The numerical output below gives the remaining digits.

\section*{Numbers as computed}
\begin{verbatim}
wavelength: 13.5 nm; NA: 0.33
absorber delta, beta: 0.050, 0.030
absorber thickness: 55.0 nm; reduction: 4
mirror pairs: 40
light layer n, thickness: 1.000+0.002j, 4.2 nm
heavy layer n, thickness: 0.920+0.006j, 2.8 nm
mirror reflectance: 71.93 %
double pass a: -0.1799 -0.1183 i
  |a|: 0.2153; phase: -146.67 deg
first-order surfaces a: -0.1662 -0.0800 i
  |a|: 0.1845; phase: -154.30 deg
full film a: -0.1665 -0.0792 i
  |a|: 0.1844; phase: -154.55 deg
delta=0 control a: 0.2301 +0.0005 i
  |a|: 0.2301; phase: 0.12 deg
full-film relative reflectance: 3.40 %
binary |A0|, |A1|: 0.5000, 0.3183
  |A0|^2, |A1|^2: 0.2500, 0.1013
  arg(A0/A1): 0.0000 rad
thin |A0|, |A1|: 0.4186, 0.3722
  |A0|^2, |A1|^2: 0.1753, 0.1385
  arg(A0/A1): -0.1626 rad
modal 44 nm |A0|, |A1|: 0.4603, 0.3783
  |A0|^2, |A1|^2: 0.2119, 0.1431
  arg(A0/A1): -0.2448 rad
modal 64 nm |A0|, |A1|: 0.4435, 0.3757
  |A0|^2, |A1|^2: 0.1966, 0.1411
  arg(A0/A1): -0.2428 rad
44 nm pitch, z=-40 nm, normalized slope binary/thin/modal: 4.986 / 5.457 / 4.287
44 nm pitch, z=0 nm, normalized slope binary/thin/modal: 8.000 / 11.024 / 10.019
44 nm pitch, z=40 nm, normalized slope binary/thin/modal: 4.986 / 8.285 / 8.202
thin best focus, 44/64 nm pitch: 7.24 / 15.52 nm
  focus difference, 64 minus 44: 8.28 nm
modal best focus, 44/64 nm pitch: 10.90 / 23.18 nm
  focus difference, 64 minus 44: 12.28 nm
thin delta=0 best focus, 44/64 nm pitch: -0.04 / -0.09 nm
  focus difference, 64 minus 44: -0.05 nm
modal delta=0 best focus, 44/64 nm pitch: -4.90 / -4.39 nm
  focus difference, 64 minus 44: 0.50 nm
wide mask pitch: 1408 nm; arg(A0/A1): -0.1889 rad
order deviation from thin, mask pitch 176 nm: 0.1176
order deviation from thin, mask pitch 1408 nm: 0.0127
modal truncation change: 1.6e-05
\end{verbatim}
